Elastic Compliance Across a Second-Order Ferroelectric Transition

A crystal has one polarization component P, parallel to the macroscopic internal field E, and carries one stress component σ, counted positive in tension. All other stresses are zero. Near its ferroelectric transition, its free energy per unit volume, apart from a part that depends on temperature alone, is

G = aP²/2 + bP⁴/4 + cP⁶/6 − sσ²/2 − QσP² − EP,  a = a₀(T − T₀).

The constants a₀, b and s are positive, and c is zero or positive. Q is the electrostrictive coefficient and may have either sign. The strain is x = −∂G/∂σ.

Units are Gaussian, with D = E + 4πP. E and P then have the same dimension, so a is a pure number, while b has the unit cm³/erg, and s and Q have the unit cm²/dyn.

This is a mean-field model of a uniform state. It leaves out fluctuations, the motion of domain walls that separate different strains, and thermal expansion not caused by P. Temperature is held constant unless stated otherwise.

**(a) Find the stable polarization at E = 0 under a given stress, and write the strain.**

Solution. The two terms in P² combine into one with the coefficient

A = a − 2Qσ.

Equilibrium at zero field requires

∂G/∂P = P(A + bP² + cP⁴) = 0,

and stability requires a positive second derivative,

∂²G/∂P² = A + 3bP² + 5cP⁴.

At P = 0 the second derivative is A, so the unpolarized state is stable for A > 0. A polarized state needs bP² + cP⁴ = −A. The left side rises steadily from zero as P² grows, so there is one solution for P² when A < 0 and none when A > 0. Inserting A = −bP² − cP⁴ into the second derivative gives

∂²G/∂P² = 2bP² + 4cP⁴ = 2P²(b + 2cP²) > 0,

so the polarized state is a minimum. For small |A| it has P² ≈ −A/b, which goes continuously to zero: the transition is of second order. At zero stress it lies at T = T₀.

For the strain, differentiate G with respect to σ at fixed P:

x = sσ + QP².

The same expression holds when P is free to adjust. The extra term in the total derivative would be (∂G/∂P)(dP/dσ), and ∂G/∂P vanishes in equilibrium. The constant s is thus the compliance at fixed polarization, and QP² is the strain caused by the polarization.

**(b) Find the zero-field compliance s^E = (∂x/∂σ) at E = 0 on both sides of T₀, for vanishing stress. By how much does it change on entering the ferroelectric phase?**

Solution. Above T₀, a sufficiently small stress leaves A positive. Then P remains zero, x = sσ, and

s^E = s  (T > T₀).

Below T₀, P² follows the stress. Differentiate a − 2Qσ + bP² + cP⁴ = 0 with respect to σ, treating P² as the variable:

−2Q + (b + 2cP²) ∂(P²)/∂σ = 0,

∂(P²)/∂σ = 2Q/(b + 2cP²).

Inserting this into ∂x/∂σ = s + Q ∂(P²)/∂σ gives

s^E = s + 2Q²/(b + 2cP²)  (T < T₀).

As T rises to T₀, P² goes to zero and the term with c drops out. The step is therefore

Δs = s^E(just below) − s^E(just above) = 2Q²/b.

One factor Q describes how stress changes P², and the other how P² changes the strain. The product is positive for either sign of Q, so the crystal becomes softer. For Q > 0, tension increases P² and with it a positive strain. For Q < 0, tension reduces P² and with it a negative strain. Both add extension.

If c = 0, the extra compliance is the same throughout the ordered phase. If c > 0, it decreases on cooling, because the sixth-order term makes P² harder to change.

The limit b → 0 is different. With b = 0 and c > 0, the equilibrium condition gives P² = √(|a|/c), and the extra compliance becomes

2Q²/(2cP²) = Q²/√(c|a|).

This diverges at T₀ instead of reaching a finite step. For b < 0 and c > 0 the transition is of first order. P² then jumps to a nonzero value, and the limiting step 2Q²/b does not apply.

**(c) The dielectric susceptibility diverges at T₀. Use the piezoelectric response to explain why the compliance nevertheless makes a finite step.**

Solution. With a field present, the equation of state is

E = AP + bP³ + cP⁵.

Differentiating with respect to E at constant stress gives 1 = (A + 3bP² + 5cP⁴)χ, where χ = ∂P/∂E. By part (a), in the ordered phase at E = 0,

χ = 1/[2P²(b + 2cP²)].

The piezoelectric coefficient follows from x = sσ + QP²:

d = ∂x/∂E = 2QP ∂P/∂E = 2QPχ.

Differentiating the equation of state with respect to σ at constant E instead gives

0 = (1/χ) ∂P/∂σ − 2QP,

so ∂P/∂σ = 2QPχ = d as well. The direct and converse effects have the same coefficient. The compliance can now be written

s^E = s + 2QP ∂P/∂σ = s + 2QPd = s + d²/χ = s + 4Q²P²χ,

where the third form uses 2QP = d/χ.

Close to T₀, P² ≈ |a|/b and χ ≈ 1/(2|a|). The susceptibility diverges, but the squared coupling between stress and polarization vanishes at the same rate:

4Q²P²χ ≈ 4Q² (|a|/b) × 1/(2|a|) = 2Q²/b.

Above T₀, χ = 1/a also diverges, but P = 0 removes the linear coupling, so d = 0 and no softening appears. This rests on G having no term linear in both σ and P. If the unpolarized phase is already piezoelectric for the stress considered, as in KDP or Rochelle salt for a shear stress, a term −gσP is allowed. It adds g²/a to the compliance above T₀, which then diverges instead of making a finite step.

Reversing P reverses d but leaves d² and the strain QP² unchanged. Two domains of opposite polarization therefore have the same compliance, even though their contributions to an average d can cancel.

**(d) How small must the stress be? What happens at T = T₀ itself, and is the step consistent with the shift of the transition under stress?**

Solution. The transition occurs where A = 0, at

Tc(σ) = T₀ + 2Qσ/a₀,  dTc/dσ = 2Q/a₀.

A measurement at temperature T stays within one phase, for both signs of stress, if

|σ| < |a|/(2|Q|).

This range shrinks to zero at T₀. The one-sided compliances of part (b) are obtained by letting the stress go to zero first and then letting T approach T₀.

At T = T₀ we have a = 0 and A = −2Qσ. Take Q > 0. Compression makes A positive, so P = 0 and x = sσ. Weak tension makes A negative, so P² ≈ 2Qσ/b and

x ≈ sσ + Q(2Qσ/b) = (s + 2Q²/b)σ.

The strain-stress curve has a corner at the origin, with the two compliances as its slopes. For Q < 0, tension and compression exchange roles.

The consistency check uses the fact that the strain is continuous across the transition line. Follow the line by dσ and dTc, once just inside each phase. The two strain changes must agree:

s_below dσ + α_below dTc = s_above dσ + α_above dTc,

where α = ∂x/∂T at constant stress. Hence

Δs = −Δα dTc/dσ.

In the model α is zero above the transition. Just below it, QP² ≈ −QA/b, whose temperature derivative is −Qa₀/b. Therefore

Δs = (Qa₀/b)(2Q/a₀) = 2Q²/b,

in agreement with part (b).

**(e) What replaces the zero-field isothermal step if D is held fixed, if the entropy is held fixed, or if the stress oscillates?**

Solution. For fixed D, consider a uniformly polarized plate with P normal to its faces. Open-circuited electrodes fix the charge, and this fixes D if the change of the plate's area under stress is neglected. A change of polarization then creates an opposing field, δE = −4πδP. The linear responses are

δP = χδE + dδσ,  δx = s^E δσ + dδE.

The first gives δP = dδσ/(1 + 4πχ). Inserting δE = −4πδP into the second gives

s^D = s^E − 4πd²/(1 + 4πχ).

With s^E = s + d²/χ this becomes

s^D = s + (d²/χ)[1 − 4πχ/(1 + 4πχ)] = s + (d²/χ)/(1 + 4πχ).

As T approaches T₀ from below, d²/χ stays finite while χ diverges, so s^D tends to s. There is no step at fixed D: the opposing field suppresses the polarization change that causes the softening.

For fixed entropy, let C₀ be the heat capacity per volume without the contribution of P, and set B = b + 2cP². The polarization contributes −a₀P²/2 to the entropy −∂G/∂T. In the ordered phase at E = 0, differentiating the equilibrium condition gives ∂(P²)/∂T = −a₀/B, so

α = −Qa₀/B,  C = C₀ + Ta₀²/(2B).

The stress derivative of the entropy is −(a₀/2)(2Q/B) = −Qa₀/B, which equals α. Constant entropy therefore means

(C/T)δT + αδσ = 0,  δT = −(Tα/C)δσ.

The strain change is s^E δσ + αδT, so the adiabatic compliance is s^E − Tα²/C. Since

Tα² = (2Q²/B) × Ta₀²/(2B) = (2Q²/B)(C − C₀),

its excess over s is

(2Q²/B)[1 − (C − C₀)/C] = (2Q²/B) C₀/[C₀ + Ta₀²/(2B)].

Within the model, which has no thermal expansion apart from that caused by P, the step remains but is smaller. A background expansion coefficient α₀ would turn the adiabatic step into 2Q²/b − T(α₀ + α)²/C + Tα₀²/C₀, which need not be smaller than the isothermal one. For Q > 0, tension orders the polarization and lowers its entropy. The crystal warms to compensate, and the warming undoes part of the increase in P².

For an oscillating stress, assume the simple relaxation law γ dP/dt = −∂G/∂P at E = 0 and constant temperature. For small changes proportional to exp(−iωt), it gives

(−iωγ + 1/χ)δP = 2QPδσ,  δP = dδσ/(1 − iωγχ).

The extra compliance becomes (d²/χ)/(1 − iωτ), with τ = γχ. The static result requires ωτ ≪ 1. Because τ diverges at T₀, any fixed nonzero frequency violates this condition sufficiently close to the transition, and the response there returns to s. Within this relaxation law, the sharp step belongs to the limit in which ω goes to zero first.

**(f) Suppose the quartic coefficient is known at constant strain instead of constant stress. How must the result be written?**

Solution. Constant strain here means that x is held fixed while all other stresses remain zero. A coefficient for a crystal clamped in every direction generally differs from the b_x found below, and converting it also requires the elastic and electrostrictive constants that belong to the other clamped strains. The energy at given x is F = G + σx, with σ = (x − QP²)/s. The terms that contain σ give

σ(x − QP²) − sσ²/2 = sσ² − sσ²/2 = sσ²/2 = (x − QP²)²/(2s).

Expanding the square produces the quartic term Q²P⁴/(2s). Adding it to bP⁴/4 and calling the total b_x P⁴/4 gives

b_x = b + 2Q²/s.

The compliance step in terms of this coefficient is

Δs = 2Q²/b = 2Q²/(b_x − 2Q²/s).

Using b_x directly in place of b would give too small a step. The constant-strain coefficient enters more simply in the stiffness, the inverse of the compliance. Just below T₀ the stiffness is

1/(s + 2Q²/b) = b/(sb + 2Q²) = b/(s b_x),

so it falls on entering the ferroelectric phase by

1/s − b/(s b_x) = (b_x − b)/(s b_x) = 2Q²/(s² b_x).

The order of the transition at zero stress is decided by b, not by b_x. A crystal with b_x > 0 can still have b < 0 if its electrostriction is strong enough. The numerical factor also depends on how the quartic term is written: for a term βP⁴, b = 4β and the step is Q²/(2β).

**(g) Evaluate the results for a model crystal with T₀ = 300 K, a₀ = 0.004 K⁻¹, b = 4 × 10⁻¹⁰ cm³/erg, c = 4 × 10⁻¹⁹ cm⁶/erg², Q = 10⁻¹¹ cm²/dyn, s = 2 × 10⁻¹² cm²/dyn and C₀ = 2 × 10⁷ erg/(cm³ K).**

Solution. These are round parameters, not those of a particular material. The isothermal step at zero field is

Δs = 2 × (10⁻¹¹)²/(4 × 10⁻¹⁰) = 5.0 × 10⁻¹³ cm²/dyn = 5.0 × 10⁻¹² Pa⁻¹.

This is 25 percent of s. The compliance rises from 2.0 × 10⁻¹² to 2.5 × 10⁻¹² cm²/dyn, so the stiffness falls by 20 percent of its value above T₀.

At 10 K below T₀ the stable polarization is 9.57 × 10³ statC/cm², or 0.0319 C/m². Then

b + 2cP² = 4 × 10⁻¹⁰ + 0.73 × 10⁻¹⁰ = 4.73 × 10⁻¹⁰ cm³/erg,

χ = 1/[2 × 9.16 × 10⁷ × 4.73 × 10⁻¹⁰] = 11.5,

d = 2 × 10⁻¹¹ × 9.57 × 10³ × 11.5 = 2.2 × 10⁻⁶ statC/dyn.

In SI units d is 7.4 × 10⁻¹¹ C/N. The extra compliance d²/χ is 4.23 × 10⁻¹³ cm²/dyn, below the limiting step because of the sixth-order term.

At 0.01 K below T₀, χ has grown to 1.25 × 10⁴ and d to 7.9 × 10⁻⁵ statC/dyn. The piezoelectric coefficient is thus about 36 times its value at 10 K below, yet d²/χ has risen by only 18 percent, to 4.999 × 10⁻¹³ cm²/dyn. This is the cancellation of part (c). The remaining difference from the limit, 0.02 percent of the step, is the size of 2cP²/b at this temperature. At 0.01 K above T₀, χ is 2.5 × 10⁴, twice the value at the same distance below, while the compliance is s.

The transition moves by 2Q/a₀ = 5 × 10⁻⁹ K per dyn/cm², which is 0.05 K for a stress of 10⁷ dyn/cm² (1 MPa). At 0.01 K from T₀, where |a| = 4 × 10⁻⁵, the stress must stay below

4 × 10⁻⁵/(2 × 10⁻¹¹) = 2 × 10⁶ dyn/cm² = 0.2 MPa.

A larger stress amplitude would cross the transition during each cycle and, if it varies slowly enough for P to stay in equilibrium, mix the two slopes of part (d).

With D held fixed at 10 K below T₀, the factor 1 + 4πχ is about 146, and the extra compliance falls from 4.23 × 10⁻¹³ to 2.9 × 10⁻¹⁵ cm²/dyn. At 0.01 K below T₀ it is 3.2 × 10⁻¹⁸ cm²/dyn, in line with the absence of a step. In an open-circuited plate, the neglected change of area could alter these small remainders by a comparable amount.

At constant entropy, the step in heat capacity at T₀ is

T₀a₀²/(2b) = 300 × 1.6 × 10⁻⁵/(8 × 10⁻¹⁰) = 6 × 10⁶ erg/(cm³ K),

and the compliance step becomes

5.0 × 10⁻¹³ × 20/26 = 3.85 × 10⁻¹³ cm²/dyn = 3.85 × 10⁻¹² Pa⁻¹.

For this model crystal, an adiabatic measurement would therefore show 77 percent of the isothermal step. The figure is sensitive to the neglected background expansion: with α = −10⁻⁴ K⁻¹ just below T₀, the formula of part (e) gives 82 percent for α₀ = 10⁻⁵ K⁻¹ and 102 percent for α₀ = 5 × 10⁻⁵ K⁻¹.

Finally, b_x = 4 × 10⁻¹⁰ + 10⁻¹⁰ = 5 × 10⁻¹⁰ cm³/erg. Putting it in the place of b would give 4.0 × 10⁻¹³ cm²/dyn, which is 20 percent below the isothermal step. The numerical output lists most of the values in this part to more digits.

Computed values

```
T0 = 300.0 K, a0 = 4.000e-03 1/K
b = 4.000e-10 cm^3/erg, c = 4.000e-19 cm^6/erg^2
Q = 1.000e-11 cm^2/dyn, s = 2.000e-12 cm^2/dyn
C0 = 2.000e+07 erg/(cm^3 K)
Below, T-T0 = -10.00 K:
  P = 9.5712e+03 statC/cm^2, chi = 1.1532e+01 (no unit)
  d = 2.2076e-06 statC/dyn, d^2/chi = 4.2259e-13 cm^2/dyn
  s^E = 2.42258e-12 cm^2/dyn, s^D - s = 2.896e-15 cm^2/dyn
Below, T-T0 = -1.00 K:
  P = 3.1467e+03 statC/cm^2, chi = 1.2379e+02 (no unit)
  d = 7.7906e-06 statC/dyn, d^2/chi = 4.9030e-13 cm^2/dyn
  s^E = 2.49029e-12 cm^2/dyn, s^D - s = 3.150e-16 cm^2/dyn
Below, T-T0 = -0.01 K:
  P = 3.1621e+02 statC/cm^2, chi = 1.2499e+04 (no unit)
  d = 7.9046e-05 statC/dyn, d^2/chi = 4.9991e-13 cm^2/dyn
  s^E = 2.49990e-12 cm^2/dyn, s^D - s = 3.183e-18 cm^2/dyn
Above, T-T0 = 0.01 K: chi = 2.5000e+04 (no unit), s^E = 2.00000e-12 cm^2/dyn
Above, T-T0 = 1.00 K: chi = 2.5000e+02 (no unit), s^E = 2.00000e-12 cm^2/dyn
Above, T-T0 = 10.00 K: chi = 2.5000e+01 (no unit), s^E = 2.00000e-12 cm^2/dyn
At T-T0 = -10 K: P = 3.1926e-02 C/m^2, d = 7.3637e-11 C/N
Step 2Q^2/b = 5.0000e-13 cm^2/dyn = 5.0000e-12 1/Pa
Numerical step across +-0.01 K = 4.9990e-13 cm^2/dyn
Step relative to s = 25.00 percent
Slope at T0, tension = 2.50000e-12 cm^2/dyn
Slope at T0, compression = 2.00000e-12 cm^2/dyn
dTc/dstress = 5.0000e-09 K cm^2/dyn
Thermal expansion step near T0 = -9.9980e-05 1/K
-(expansion step)*dTc/dstress = 4.9990e-13 cm^2/dyn
Heat capacity step = 6.0000e+06 erg/(cm^3 K)
Adiabatic step = 3.8462e-13 cm^2/dyn = 3.8462e-12 1/Pa
Constant-strain quartic b_x = 5.0000e-10 cm^3/erg
Step if b_x were wrongly used = 4.0000e-13 cm^2/dyn
```
